\section*{Is the minimum polarizability principle a theorem?}

\section*{Question}

I have met the minimum polarizability principle in this form: among the geometries or isomers available to a molecule, the stable one has the lowest static dipole polarizability. The argument I was given is that the polarizability is a sum with excitation energies in its denominators. A stable molecule has a large gap, a large gap makes the denominators large, and so the polarizability is small.

Can this be turned into a proof, perhaps with the help of sum rules? If not, is there a model simple enough to show where it fails, and do ordinary small molecules fail too? I have also been told that the principle is safe if one considers distortions that lower the symmetry, and leaves bond stretching aside. Is that restriction enough?

\section*{Answer}

It cannot be proved, because it is false as a general statement. The gap argument contains a correct inequality, but two things are missing from it: the transition dipoles in the numerators, and the part of the total energy that does not enter the electronic response at all.

I use atomic units unless another unit is given. The nuclei are clamped, $F$ is a uniform static field along one axis, and $\mu$ is the dipole operator along that axis, so that $H(F)=H-\mu F$. ``Stable'' means lower in total energy, electronic plus nuclear repulsion, without zero-point motion. The polarizability is
\begin{equation}
\alpha=-\left.\frac{d^2E}{dF^2}\right|_{F=0}.
\end{equation}
For a molecule I compare the mean, one third of the trace of the polarizability tensor. Vibrational contributions are left out.

\subsection*{What the sum rules do prove}

Let the ground state be nondegenerate, with excitation energies $\omega_n=E_n-E_0>0$ and transition dipoles $\mu_{n0}$. Second-order perturbation theory gives the energy shift $-F^2\sum_{n>0}|\mu_{n0}|^2/\omega_n$. Differentiating twice and changing the sign,
\begin{equation}
\alpha=2\sum_{n>0}\frac{|\mu_{n0}|^2}{\omega_n}.
\label{sos}
\end{equation}
Define two further sums,
\begin{equation}
\sigma^2=\sum_{n>0}|\mu_{n0}|^2=\langle\mu^2\rangle-\langle\mu\rangle^2,
\qquad
S=2\sum_{n>0}\omega_n|\mu_{n0}|^2 .
\end{equation}
The second form of $\sigma^2$ follows from completeness: the sum over all $n$ is $\langle\mu^2\rangle$, and the term $n=0$ is $\langle\mu\rangle^2$.

If $\omega_1$ is the lowest excitation energy with a nonzero transition dipole, then $1/\omega_n\le1/\omega_1$ in every contributing term, so $\alpha\le2\sigma^2/\omega_1$. For a lower bound, write $|\mu_{n0}|^2$ as the product of $\sqrt{\omega_n}\,|\mu_{n0}|$ and $|\mu_{n0}|/\sqrt{\omega_n}$. Cauchy's inequality gives
\begin{equation}
\sigma^4\le
\Big(\sum_{n>0}\omega_n|\mu_{n0}|^2\Big)
\Big(\sum_{n>0}\frac{|\mu_{n0}|^2}{\omega_n}\Big)
=\frac S2\,\frac\alpha2 .
\end{equation}
Together,
\begin{equation}
\frac{4\sigma^4}{S}\le\alpha\le\frac{2\sigma^2}{\omega_1}.
\label{bounds}
\end{equation}

For $N$ nonrelativistic electrons in a local potential, $S=N$. To see this, let $Z=\sum_i z_i$ and $P=\sum_i p_{z,i}$. Only the kinetic energy fails to commute with $Z$, so $[H,Z]=-iP$ and $[Z,[H,Z]]=-i[Z,P]=N$. The ground-state expectation value of the same double commutator is $2\langle ZHZ\rangle-2E_0\langle Z^2\rangle=2\sum_n\omega_n|Z_{n0}|^2=S$. The sign of the electron charge drops out of the squares.

Now add to the Hamiltonian a function $W$ of the nuclear positions alone. At each geometry all levels shift together. The $\omega_n$, the $\mu_{n0}$, $\alpha$ and both bounds are unchanged, but the minimum of the total energy can move. In a real molecule $W$ is not ours to choose, so this is not yet a counterexample. It does show that equations (\ref{sos}) and (\ref{bounds}) cannot by themselves locate an equilibrium geometry.

\subsection*{A two-state counterexample}

Take one electron shared by two sites with dipoles $+d/2$ and $-d/2$, site energies $\pm\varepsilon/2$, and coupling $-t$ with $t>0$. In the field,
\begin{equation}
H(F)=\begin{pmatrix}x&-t\\-t&-x\end{pmatrix},
\qquad x=\frac{\varepsilon-dF}{2}.
\end{equation}
The eigenvalues are $\pm\sqrt{x^2+t^2}$, and the lower one is $E=-\sqrt{x^2+t^2}$. Its derivatives are
\begin{align}
\frac{dE}{dx}&=-\frac{x}{(x^2+t^2)^{1/2}},\\
\frac{d^2E}{dx^2}&=-\frac{1}{(x^2+t^2)^{1/2}}+\frac{x^2}{(x^2+t^2)^{3/2}}
=-\frac{t^2}{(x^2+t^2)^{3/2}} .
\end{align}
Since $dx/dF=-d/2$, the second field derivative carries a factor $d^2/4$. With $r=\sqrt{\varepsilon^2/4+t^2}$, so that the electronic energy at zero field is $E_{\rm el}=-r$,
\begin{equation}
\alpha=\frac{d^2t^2}{4r^3}=\frac{d^2t^2}{4|E_{\rm el}|^3}.
\label{alpha2}
\end{equation}
Here is the sound core of the principle. If $d$, $t$ and the mean site energy are fixed and only $\varepsilon$ varies, a lower electronic energy does mean a lower polarizability.

Let a nuclear coordinate $q$ detune the sites, $\varepsilon=gq$, at an elastic cost $kq^2/2$. Exchanging the sites maps $q$ to $-q$, so this is a symmetry-lowering distortion. The total energy and its slope are
\begin{align}
U(q)&=\frac{kq^2}{2}-r(q),\qquad r(q)=\sqrt{\frac{g^2q^2}{4}+t^2},\\
U'(q)&=q\left[k-\frac{g^2}{4r(q)}\right],
\end{align}
because $r'=g^2q/(4r)$. The polarizability at fixed $q$ does not contain $k$. By (\ref{alpha2}) it has its maximum, $d^2/(4t)$, at $q=0$ and falls steadily as $|q|$ grows.

There are two cases.
\begin{itemize}
\item If $k\ge g^2/(4t)$, the bracket is positive for every $q\ne0$, because $r>t$ there. The only minimum of the energy is $q=0$, which is the maximum of $\alpha$.
\item If $k<g^2/(4t)$, the bracket is negative at $q=0$, which is now a barrier. The minima lie where $r=g^2/(4k)$, that is at $|q|=(2/g)\sqrt{(g^2/4k)^2-t^2}$.
\end{itemize}

For $d=4$, $t=0.1$ and $g=0.4$, the critical spring constant is $0.16/0.4=0.4$. A stiff spring, $k=0.8$, gives equilibrium at $q=0$ with $\alpha=16/0.4=40$. A soft spring, $k=0.2$, gives $r=0.16/0.8=0.2$, hence $|q|=5\sqrt{0.04-0.01}=0.866$ and $\alpha=16(0.01)/[4(0.008)]=5$.

The soft case looks like a success for the principle, since the molecule leaves a point with $\alpha=40$ for one with $\alpha=5$. But it does not minimize $\alpha$ either: a still larger distortion would lower $\alpha$ further, and the spring prevents it. In this model the principle can give the right direction for a symmetry breaking, but it does not give the equilibrium position.

\subsection*{Failure without a spring}

One might blame the elastic term and hope that the principle holds for purely electronic stabilization. It does not. Keep $\varepsilon\ne0$ fixed and vary the coupling. The energy always falls as $t$ grows, since $dE_{\rm el}/dt=-t/r<0$. For the polarizability, take the logarithm of (\ref{alpha2}) and differentiate:
\begin{equation}
\frac{d\ln\alpha}{dt}=\frac2t-\frac{3t}{r^2}
=\frac{2r^2-3t^2}{t\,r^2}
=\frac{\varepsilon^2/2-t^2}{t\,r^2}.
\end{equation}
Thus $\alpha$ rises with $t$ up to $t=|\varepsilon|/\sqrt2$ and falls beyond it. Below that value, stronger coupling makes the system both more stable and more polarizable.

Suppose a twist weakens the coupling as $t=t_0\cos\theta$, with $0\le\theta\le90^\circ$. If $t_0<|\varepsilon|/\sqrt2$, the untwisted form has the lowest energy and the largest $\alpha$. For $\varepsilon=0.4$ the turning point is $0.283$. With $t_0=0.1$ and $d=4$, twisting from $0^\circ$ to $60^\circ$ raises the energy from $-0.2236$ to $-0.2062$ and lowers $\alpha$ from $3.58$ to $1.14$.

This case also shows what is wrong with the gap argument. The gap is $\omega=2r$, and with one excited state (\ref{sos}) reads $\alpha=2|\mu_{10}|^2/(2r)$, so
\begin{equation}
|\mu_{10}|^2=\alpha r=\frac{d^2t^2}{4r^2}.
\end{equation}
On twisting to $60^\circ$ the gap shrinks from $0.447$ to $0.412$, which alone would raise $\alpha$ by about 8\%. The squared transition dipole, however, drops from $0.80$ to $0.24$. The numerator wins.

In the opposite regime, $t_0>|\varepsilon|/\sqrt2$, a small twist raises $\alpha$, and the untwisted form is a local minimum of $\alpha$ as the principle would have it. Even then it is not the global minimum when $\varepsilon\neq0$, because $\alpha$ goes to zero as $\theta$ approaches $90^\circ$.

\subsection*{Bond stretching: H$_2$}

For a diatomic molecule, expand about the equilibrium distance $R_e$:
\begin{equation}
\alpha(R_e+\delta)=\alpha(R_e)+\alpha'(R_e)\,\delta+O(\delta^2).
\end{equation}
If $\alpha'(R_e)\ne0$, a small displacement of one sign lowers $\alpha$, although every small displacement raises the energy. Equilibrium is then not even a stationary point of $\alpha$. The same derivative governs the isotropic part of the nonresonant Raman scattering by the vibration: to first order in the displacement, the matrix element of $\alpha$ between the vibrational states 0 and 1 is $\alpha'(R_e)\langle1|R-R_e|0\rangle$. A nonzero slope of the mean polarizability is therefore a measurable contradiction of the principle.

Full configuration interaction in the aug-cc-pVDZ basis treats the correlation of the two electrons completely within that basis; the basis error remains. It gives $R_e=1.439$ bohr and these values:
\begin{center}
\begin{tabular}{ccc}
$R$ (bohr) & energy (kJ/mol) & mean $\alpha$ (a.u.)\\
1.295 & 11.6 & 4.64\\
1.439 & 0 & 5.25\\
1.583 & 8.4 & 5.88
\end{tabular}
\end{center}
The bond compressed by 10\% is less stable and less polarizable than the equilibrium bond. The stretched bond follows the principle, as the sign of the slope, $\alpha'(R_e)=4.3$ a.u./bohr, requires. The slope predicts a change of $4.335\times0.144=0.62$ for either displacement, against calculated changes of $0.61$ and $0.64$. The digits depend on the basis: aug-cc-pVTZ moves $R_e$ to $1.404$ bohr, the three polarizabilities (at $0.9$, $1$ and $1.1\,R_e$) to $4.63$, $5.22$ and $5.85$, the energies to $11.3$, $0$ and $8.2$ kJ/mol, and the slope to $4.36$. The pattern is unchanged.

The bounds can be read off here as well. Along the bond axis, $\sigma^2=1.793$, $S=2.027$ and $\omega_1=0.4588$. The lower bound is $4(1.793)^2/2.027=6.34$ and the upper bound is $2(1.793)/0.4588=7.82$. The axial polarizability, $6.80$, lies between them. The exact sum rule would give $S=2$; the excess is an error of the finite basis, and I have used the computed $S$ so that the inequality applies to the same set of states. In aug-cc-pVTZ at $R=1.40$ bohr, $S$ falls to $2.001$, and the axial polarizability, $6.40$, lies between bounds of $5.98$ and $7.39$. Nothing in this interval singles out $R_e$.

\subsection*{A symmetry-lowering distortion: butadiene}

The restriction you mention removes the H$_2$ example. For a distortion whose two signs are related by symmetry, $\alpha$ is even in the displacement and its slope vanishes at the symmetric geometry. But a zero slope does not decide between a minimum and a maximum. The stiff two-state model has already shown a maximum.

Planar \emph{s-trans}-butadiene supplies a molecular case. Reflection in the molecular plane turns a twist about the central C--C bond into the opposite twist. Hartree--Fock theory with the 6-31+G* basis, all other internal parameters being frozen, gives
\begin{center}
\begin{tabular}{cccc}
torsion & energy & mean $\alpha$ & largest $\alpha$\\
(deg) & (kJ/mol) & (a.u.) & (a.u.)\\
180 & 0 & 51.3 & 84.7\\
150 & 8.1 & 50.5 & 79.9\\
90 & 24.5 & 47.3 & 62.5
\end{tabular}
\end{center}
where $180^\circ$ is the planar form and the last column is the largest principal value of the tensor. Both twisted structures are higher in energy and lower in mean polarizability. The absolute values are not converged: the aug-cc-pVDZ basis gives means of $55.2$, $54.2$ and $50.7$ a.u. and energies of $0$, $8.9$ and $25.0$ kJ/mol, with the same order. In that basis a twist of only $10^\circ$ raises the energy by $1.1$ kJ/mol and lowers the mean from $55.15$ to $55.03$, so along this rigid path the planar form is a local minimum of the energy and a local maximum of $\alpha$.

The tensor shows a partial cancellation. Between $180^\circ$ and $90^\circ$ the largest principal value falls by $22.2$, while the trace falls by $3(51.32-47.30)=12.1$. The other two principal values together must therefore rise by about $10.1$. The mean decreases because the loss in the largest value exceeds this gain. The sizes depend on the basis: in aug-cc-pVDZ the three numbers are $20.7$, $13.4$ and $7.3$.

The frozen parameters are round values, not an optimized structure. Relaxing the planar form within its symmetry would lower its energy further below these two rigidly twisted structures; the accompanying change in $\alpha$ was not calculated. The energies are also not relaxed torsional barriers.

It is tempting to explain butadiene by the twisted two-state model, but the mapping is not obvious. If the two sites were simply its two equivalent halves, then $\varepsilon=0$ and $\alpha=d^2/(4t)$, which would \emph{rise} on twisting. The model proves that stabilization by coupling can go with a larger $\alpha$; it is not a derivation of the butadiene numbers.

\subsection*{Isomers: propene and cyclopropane}

Both molecules are C$_3$H$_6$, so the comparison is between equal numbers of electrons and the same nuclei. I used Hartree--Fock theory with 6-31+G* plus one diffuse $d$ shell on carbon. The results are
\begin{center}
\begin{tabular}{lcc}
 & energy (hartree) & mean $\alpha$ (a.u.)\\
propene & $-117.0770$ & 37.6\\
cyclopropane & $-117.0613$ & 33.0
\end{tabular}
\end{center}
Propene is more stable by 41 kJ/mol, and its polarizability is larger by $4.7$ a.u., or 14\% of the cyclopropane value. In volume units the two polarizabilities are $5.58$ and $4.88$ \AA$^3$. These are not basis-set limits: aug-cc-pVDZ at the same geometries raises both by about $1.4$ a.u., to $39.1$ and $34.4$, leaving a difference of $4.6$ a.u., and gives an energy gap of 40 kJ/mol.

The geometries were not treated equally. Cyclopropane was relaxed within its symmetry by one Newton step at the Hartree--Fock/6-31G* level, with a predicted energy gain of only 0.24 kJ/mol. Propene was left at round bond lengths and angles. With the ring geometry held fixed, relaxing propene could only lower its Hartree--Fock energy and widen the Hartree--Fock gap; the accompanying change in its polarizability was not calculated.

Electron correlation acts the other way. Second-order M\o ller--Plesset theory (MP2) at the same geometries reduces the energy difference to 26 kJ/mol, but keeps its sign. The polarizabilities themselves are Hartree--Fock values, so their order is established here at that level and in this basis. In aug-cc-pVDZ, with frozen cores, the MP2 gap is $25.5$ kJ/mol and the Hartree--Fock order of the polarizabilities is the same. Zero-point energies are not included in the gap.

\subsection*{What can be kept}

The principle is safe along a path on which $\alpha$ is an increasing function of the total energy, for then the two quantities have their minima at the same place. The two-state model with fixed $d$, $t$ and mean site energy, and no elastic energy, has this monotonic relation. Both quantities fall as $|\varepsilon|$ grows, so on a bounded range of detuning both are lowest at the largest $|\varepsilon|$; without a bound neither has a minimum. That monotonic relation has to be shown for the path in question; it does not follow from the sum rules, from a large gap, or from the symmetry of the distortion. Without it, a low polarizability may accompany stability, but it is not evidence of an energy minimum. The energy has to be calculated.

The numerical output below gives the values to more digits, together with the finite-field checks of the polarizabilities: $6.8017$ against $6.8019$ a.u. for the axial component of H$_2$, and $30.195$ against $30.197$ a.u. for the component of cyclopropane perpendicular to its ring.

\section*{Calculated quantities}
\begin{verbatim}
MODEL (atomic units)
d = 4.00, t = 0.10, g = 0.40
critical spring constant = 0.400
stiff k = 0.80: q_min = 0.000, alpha = 40.000
soft  k = 0.20: |q_min| = 0.866, alpha = 5.000
torsion: eps = 0.40, t0 = 0.10, alpha turns at t = 0.2828
  theta  0 deg: E = -0.22361, alpha = 3.578
  theta 30 deg: E = -0.21794, alpha = 2.898
  theta 60 deg: E = -0.20616, alpha = 1.141
H2, full CI / aug-cc-pVDZ
  R = 1.2954 bohr: E - E_eq = 11.57 kJ/mol, alpha = 4.638 a.u.
  R = 1.4394 bohr: E - E_eq = 0.00 kJ/mol, alpha = 5.248 a.u.
  R = 1.5833 bohr: E - E_eq = 8.38 kJ/mol, alpha = 5.884 a.u.
d(alpha)/dR at R_e = 4.335 a.u./bohr
axial alpha: states 6.8017, field 6.8019 a.u.
axial bounds: 6.3422 to 7.8157 a.u.
variance = 1.7929 a.u., S = 2.0274, first gap = 0.4588 hartree
GEOMETRY INPUT (angstrom, degrees)
C=C 1.32; C-C propene 1.50, butadiene 1.47
C-H 1.08, methyl C-H 1.09; C=C-C 124.5
C=C-H end 121.5, middle 119.0; C-C-H methyl 111.0
BUTADIENE, HF/6-31+G*, rigid torsion
  180 deg: dE = 0.00 kJ/mol, mean alpha = 51.32, largest = 84.65 a.u.
  150 deg: dE = 8.09 kJ/mol, mean alpha = 50.47, largest = 79.89 a.u.
   90 deg: dE = 24.45 kJ/mol, mean alpha = 47.30, largest = 62.45 a.u.
C3H6 ISOMERS, HF/6-31+G* plus diffuse d on C (exponent 0.2)
cyclopropane: CC 1.4972, CH 1.0757 angstrom, HCH 114.03 deg
predicted ring relaxation = 0.236 kJ/mol
E(HF): propene -117.077039, cyclopropane -117.061310 hartree
E(cyclopropane) - E(propene): HF 41.29, MP2 26.31 kJ/mol
mean alpha propene: 37.63 a.u. = 5.576 angstrom^3
mean alpha cyclopropane: 32.96 a.u. = 4.884 angstrom^3
ring alpha_zz: coupled 30.195, finite field 30.197 a.u.
\end{verbatim}
